Coated Spheres, Neutral Inclusions and Attainment of the Hashin-Shtrikman Bounds

**Definitions and conventions**

All permittivities are relative, static, real and positive, and D stands for the displacement divided by the vacuum permittivity, so that D = εE. A coated sphere has a core of permittivity ε_c and radius a, and a concentric shell of permittivity ε_s and outer radius b. Write

f = a³/b³, Δ = ε_c − ε_s, q = ε_c + 2ε_s − fΔ = 3ε_s + (1−f)Δ.

Since q = (2+f)ε_s + (1−f)ε_c, it is positive. The Maxwell Garnett permittivity of core material in shell material is

ε_MG = ε_s + 3fε_sΔ/q. (1)

A composite is described by a periodic cell, small compared with the distance over which the applied field varies. Angle brackets denote the cell average. For an average field E₀, the local field E is E₀ plus the gradient of a periodic potential, and div(εE) = 0. The effective tensor ε* is defined by ⟨εE⟩ = ε*E₀.

The result, derived below in two ways, is this: when coated spheres of many sizes but one common f fill space, their effective permittivity is ε_MG, and this value is a bound on tr ε*/3 for every composite with the same phases and volume fractions. It is the lower Hashin-Shtrikman bound if the shell has the lower permittivity (Δ > 0), and the upper one if the shell has the higher permittivity (Δ < 0).

Both derivations use a minimum principle. Let e be any periodic gradient field of zero average. Integration by parts and div(εE) = 0 give ⟨εE·e⟩ = 0. Hence

⟨ε|E+e|²⟩ = ⟨ε|E|²⟩ + ⟨ε|e|²⟩ ≥ ⟨ε|E|²⟩.

Choosing e = E − E₀ in the orthogonality relation also gives ⟨εE·E⟩ = ⟨εE⟩·E₀. Therefore

E₀·ε*E₀ = min ⟨ε|E|²⟩, (2)

over gradient fields with average E₀. Similarly, let d be divergence-free with zero average. Then ⟨D·d/ε⟩ = ⟨E·d⟩ = 0, and the same expansion of the square gives

D₀·(ε*)⁻¹D₀ = min ⟨|D|²/ε⟩, (3)

over divergence-free fields with average D₀.

**First derivation: match the fields, then fill space**

Place one coated sphere in an infinite host of permittivity ε_h, with a uniform field E₀ far away. Take the potential φ = −E₀u(r)cosθ, where E = −∇φ. The solutions of Laplace's equation with this angular dependence are r and 1/r². The potential must be finite at the centre, so

core: u = Ar
shell: u = Br + C/r²
host: u = r + F/r².

The potential u and the normal displacement, proportional to εu′, are continuous. At r = a this means

A = B + C/a³
ε_cA = ε_s(B − 2C/a³).

Multiply the first equation by 2ε_s and add the second. The terms in C cancel:

(ε_c + 2ε_s)A = 3ε_sB, so B = (ε_c + 2ε_s)A/(3ε_s).

Then C/a³ = A − B = −ΔA/(3ε_s). At the outer surface C/b³ = fC/a³, and hence

B + C/b³ = A(ε_c + 2ε_s − fΔ)/(3ε_s) = Aq/(3ε_s)
ε_s(B − 2C/b³) = A(ε_c + 2ε_s + 2fΔ)/3 = A(q + 3fΔ)/3.

The ratio of the second line to the first is ε_s(q + 3fΔ)/q, which is ε_MG of equation (1). To a field of this angular form, the coated sphere responds at its surface as a uniform sphere of permittivity ε_MG would. With y = F/b³, continuity at b becomes

ε_MG(1 + y) = ε_h(1 − 2y)
y = (ε_h − ε_MG)/(ε_MG + 2ε_h). (4)

The external disturbance vanishes if and only if ε_h = ε_MG. In that host B + C/b³ = 1, so

A = 3ε_s/q, B = (ε_c + 2ε_s)/q, C/b³ = −fΔ/q. (5)

The interior field is not uniform throughout the sphere: the shell carries a dipole term. What is unchanged is the field outside.

This neutrality belongs to uniform applied fields. A quadrupole field varies as r² inside the core and brings r⁻³ terms into the shell, so its matching conditions differ. For the porous example below, a numerical radial solution in the ε_MG host gives a surface potential changed by −0.070 relative to the applied quadrupole potential.

Neutrality allows spheres to be inserted one after another. In a uniform medium ε_MG carrying E₀, replace a ball by a coated sphere. The field outside remains E₀, so the next ball, which does not overlap the first, again sees a uniform field. The radii may differ because ε_MG depends on a/b alone.

The energy integral of each sphere follows from its surface values. Since div D = 0, div(φD) = −D·E, and

∫ε|E|²dV = −∮φD·n̂ dS = ε_MG E₀²V, (6)

where n̂ is the outward normal and V the volume of the sphere. The last equality holds because φ and D·n̂ on the surface are those of a uniform ball of permittivity ε_MG in the field E₀.

The medium ε_MG is not one of the two phases, so it must be removed. The open part of the cell not yet filled is a union of countably many cubes with disjoint interiors. Finitely many of them contain at least half its volume. A ball inscribed in a cube occupies π/6 of it, so inserting these balls removes at least π/12 ≈ 0.262 of the remainder. What is left is again open, apart from a set of zero volume, and the construction can be repeated. After n stages the uncovered fraction obeys

δ ≤ (1 − π/12)ⁿ,

which tends to zero. Stopping at 23 stages guarantees δ < 0.001.

Now fill the uncovered part with the shell material. The neutral fields no longer solve the field equations, but they remain admissible trial fields. Use E₀ outside the spheres and the neutral E inside them. Its deviation from E₀ is the gradient of a potential that vanishes on the sphere surfaces, so its average is E₀. Equations (2) and (6) give, for every direction of E₀,

E₀·ε*E₀/E₀² ≤ (1−δ)ε_MG + δε_s. (7)

For the opposite inequality use D = ε_MG E₀ outside the spheres and the neutral D inside. The difference D − ε_MG E₀ is divergence-free in each sphere and has no normal component on its surface. Its integral is therefore zero, and the average is D₀ = ε_MG E₀. Inside the spheres |D|²/ε = ε|E|², so equation (6) applies again:

⟨|D|²/ε⟩ = (1−δ)ε_MG E₀² + δε_MG²E₀²/ε_s.

Division by D₀² = ε_MG²E₀² and equation (3), applied along each principal axis, show that every principal value of ε* is at least

[(1−δ)/ε_MG + δ/ε_s]⁻¹. (8)

Both limits tend to ε_MG as δ → 0, and the core fraction (1−δ)f tends to f. The effective permittivity of the assemblage is thus established. That no isotropic composite can lie beyond it has not yet been shown.

**Second derivation: find when a bound becomes an equality**

Consider any periodic two-phase composite with a fraction f of phase ε_c; no spheres are assumed. Let χ be 1 in that phase and 0 in phase ε_s. Apply a field n of unit length and choose a constant vector pn, with p a number. Expanding the square confirms the identity

Δ|E|² = 2pn·E − p²/Δ + Δ|E − pn/Δ|².

Multiply it by χ, add ε_s|E|² and average:

⟨ε|E|²⟩ = J(E) + Δ⟨χ|E − pn/Δ|²⟩, (9)
J(E) = ε_s⟨|E|²⟩ + 2p⟨χn·E⟩ − fp²/Δ.

For Δ > 0 the last term of (9) is not negative, so ⟨ε|E|²⟩ ≥ J(E) for each E. Minimizing both sides over E preserves the inequality, and n·ε*n ≥ min J. For Δ < 0 the same argument gives n·ε*n ≤ min J.

The minimum of J can be found because its quadratic part has constant coefficients. Write E = n + e, where the Fourier components of the gradient field are e_k = k̂s_k for k ≠ 0. Then

J = ε_s + 2fp − fp²/Δ + Σ[ε_s|s_k|² + 2p(k̂·n)Re(s_k*χ_k)],

where the sum runs over k ≠ 0. Completing the square shows that the minimum lies at s_k = −p(k̂·n)χ_k/ε_s, where the sum equals

−(p²/ε_s)Σ(k̂·n)²|χ_k|².

This depends on the microstructure. Now average over three orthogonal directions n. Because the three values of (k̂·n)² add to 1, and Parseval's relation gives Σ|χ_k|² = ⟨χ²⟩ − ⟨χ⟩² = f(1−f), the average of min J is

W(p) = ε_s + 2fp − fp²[1/Δ + (1−f)/(3ε_s)]. (10)

Thus tr ε*/3 ≥ W(p) for Δ > 0 and tr ε*/3 ≤ W(p) for Δ < 0, for every p. The best choice is the stationary point

p₀ = 1/[1/Δ + (1−f)/(3ε_s)],
W(p₀) = ε_s + f/[1/Δ + (1−f)/(3ε_s)]. (11)

For Δ > 0 the bracket is positive and p₀ is a maximum. For Δ < 0, |Δ| < ε_s because ε_c > 0, so 1/Δ < −1/ε_s; the bracket is negative and p₀ is a minimum. In both cases p₀ gives the tightest bound of this family. Multiplying numerator and denominator of the fraction in (11) by 3ε_sΔ gives 3fε_sΔ/[3ε_s + (1−f)Δ], so W(p₀) = ε_MG.

Attainment can be proved without comparing these formulas. Continue the filling construction without end, so that the uncovered volume is zero. In every sphere take the neutral field. For any zero-average periodic gradient e,

⟨D·e⟩ = ε_MG E₀·⟨e⟩ + ⟨(D − ε_MG E₀)·e⟩ = 0.

The first term vanishes by the zero average. The second is a sum over spheres, each contributing zero because D − ε_MG E₀ is divergence-free with no normal component at the surface. The neutral field is therefore the true field, and in every core it has the same uniform value An.

Choose p = ΔA. The last term of (9) then vanishes for the true field. That field also minimizes J, since ε_sE + χpn equals εE everywhere, and this is orthogonal to all the allowed variations e. Hence n·ε*n = min J for each n, and the average over three directions is tr ε*/3 = W(ΔA). For Δ > 0 this gives the chain

tr ε*/3 = W(ΔA) ≤ W(p₀) ≤ tr ε*/3,

so all its members are equal. For Δ < 0 both inequalities are reversed, with the same conclusion. The bound is attained because the field is uniform throughout the core phase. As W has a single stationary point, ΔA = p₀, which gives A = 3ε_s/q, in agreement with (5) but without the outer matching conditions.

**A porous dielectric**

Take a model solid of permittivity 4 with pores of permittivity 1 and porosity 0.30. With pores as cores, f = 0.30 and Δ = −3:

q = 3·4 + 0.70·(−3) = 9.9
ε_MG = 4 − 3·0.30·4·3/9.9 = 2.909.

With solid cores in air shells, f = 0.70 and Δ = 3:

q = 3·1 + 0.30·3 = 3.9
ε_MG = 1 + 3·0.70·1·3/3.9 = 2.615.

An isotropic two-phase structure with this porosity therefore has a permittivity between 2.615 and 2.909. Closed spherical pores in solid shells, in the space-filling assemblage of many sizes, attain the largest value, and so the smallest reduction of permittivity for a given porosity. The opposite extreme consists of grains separated by air, which do not form a self-supporting solid.

The fields show the difference. The core field is A = 12/9.9 = 1.212 times the applied field in the pores, but 3/3.9 = 0.769 times it in the solid cores. Averaging D = ε_sE + χΔE gives ε* = ε_s + fΔA, hence 4 − 0.30·3·1.212 = 2.909 in the first case. If the pore-core sphere is placed in the solid instead of in its neutral host, equation (4) gives y = (4 − 2.909)/(2.909 + 8) = 0.100, a 10% change of the surface potential relative to the applied one.

For a finite packing of the pore-core spheres, the limits (8) and (7) are 2.991 and 3.018 at δ = 0.1, and 2.9099 and 2.9102 at δ = 0.001. A cell with spheres of two sizes leaves δ = 0.271. Solving its field problem on a voxel grid gives 2.908 with ε_MG filler, against the ideal 2.909. That agreement should not be read as the accuracy of the grid: because of the stepped interfaces, a change of grid size or discretization moves such values by 0.01 to 0.03. With solid filler the same grid gives 3.183, between the limits 3.141 and 3.205. A multipole expansion for this cell, free of grid error, converges to 3.1845, just below the upper bound 3.1846 at its porosity of 0.219.

Layers show why isotropy matters. At porosity 0.30 the permittivity along the layers is the arithmetic mean, 0.30·1 + 0.70·4 = 3.10, above the upper bound of 2.909. Across them it is the harmonic mean, 1/(0.30/1 + 0.70/4) = 2.105, below the lower bound. One third of the trace is (2·3.10 + 2.105)/3 = 2.768, which lies inside. A film with oriented pores is thus not restricted by these bounds in each direction separately.

The bounds also limit the porosity compatible with a target of 2.5. For porosity P, the upper bound is 4 − 12P/(3+P). Setting it equal to 2.5 gives 12P = 1.5(3+P), or P = 0.429. The lower bound is 1 + 3(1−P)/(1+P), and it equals 2.5 when 3 − 3P = 1.5 + 1.5P, or P = 0.333. Both bounds fall as P rises, so an isotropic structure with permittivity 2.5 must have a porosity between 0.333 and 0.429. Closed coated pores need the largest porosity in this range.

The numerical output printed below includes further periodic structures, for which tr ε*/3 lies within the bounds at their own porosities.

**What each derivation assumes**

The first derivation assumes the geometry from the start. It needs spherical interfaces, a common radius ratio and spheres that fill space. In return it gives the local fields, the unique neutral host and explicit limits for an unfinished packing. By itself it says nothing about other microstructures.

The second assumes no geometry in proving the bound. It needs two phases, known volume fractions and an average over three directions; isotropy is needed only to turn the statement about the trace into one about a single permittivity. To prove attainment it borrows from the first derivation the existence of a neutral field that is uniform in the cores, but not the value of ε_MG.

Both rely on positive real permittivities through the minimum principles. The matching algebra leading to (4) also holds for complex permittivities when its denominators do not vanish, so a lossy coated sphere can still be neutral, but only in a host whose permittivity equals the complex ε_MG, that is, in a host that is itself lossy. The ordering of real energies is then lost, and the bounds proved here do not carry over. Both derivations also require a static local response: they omit retardation, surface layers and any change of the solid's permittivity caused by making it porous.

In the limit f → 0, q → ε_c + 2ε_s and equation (1) reduces to the dilute result ε_s + 3fε_sΔ/(ε_c + 2ε_s). For f → 1 it gives ε_c. If ε_c → ∞ at fixed f < 1, the lower bound tends to the finite value ε_s(1+2f)/(1−f), because each core remains isolated by its shell. If instead the shell permittivity grows without limit at fixed ε_c and f < 1, ε_MG grows in proportion to it, with leading term 2ε_s(1−f)/(2+f), because the shell phase is connected. At high contrast the volume fractions alone thus leave a wide interval. In the coated-sphere assemblages, the phase of higher permittivity is isolated at the lower end of this interval and connected at the upper end.

Numbers as computed

```
solid permittivity (relative): 4.0
pore permittivity (relative): 1.0
porosity: 0.30
Maxwell Garnett, pore core in solid shell: 2.9091
Maxwell Garnett, solid core in air shell: 2.6154
pore core: core radius / outer radius: 0.6694
pore core: q = 9.9000
pore core: core field A (applied field = 1): 1.2121
pore core: shell B: 0.9091, C/b^3: 0.0909
pore core: largest outside disturbance: 3.6e-10
pore core: mean eps*E^2 in sphere: 2.9091
solid core: core radius / outer radius: 0.8879
solid core: q = 3.9000
solid core: core field A (applied field = 1): 0.7692
solid core: shell B: 1.5385, C/b^3: -0.5385
solid core: largest outside disturbance: 1.1e-09
solid core: mean eps*E^2 in sphere: 2.6154
pore core, host = solid: surface potential change: 0.100
pore core, quadrupole field: surface change: -0.070
structure: porosity, lower bound, trace/3, upper bound
random voxels: 0.3012, 2.6113, 2.8490, 2.9053
cubic pore array: 0.3128, 2.5703, 2.8571, 2.8669
solid cubes in air: 0.2594, 2.7643, 2.7715, 3.0451
layers: 0.2857, 2.6667, 2.8132, 2.9565
layers at porosity 0.30: in-plane 3.1000, normal 2.1053
layers at porosity 0.30: trace/3 2.7684
two-size packing: sphere radii / cell edge: 0.5000, 0.3660
two-size packing: uncovered share delta: 0.2710
two-size packing, Maxwell Garnett filler: 2.908
two-size packing, solid filler: 3.183
two-size packing, solid filler, limits: 3.1413 to 3.2047
delta 0.100: limits 2.99065 to 3.01818, HS upper 3.00917
delta 0.010: limits 2.91705 to 2.92000, HS upper 2.91902
delta 0.001: limits 2.90988 to 2.91018, HS upper 2.91008
share removed per filling stage, at least: 0.2618
stages that guarantee delta below 0.001: 23
target permittivity (relative): 2.5
least possible porosity for target: 0.3333
porosity for target with closed coated pores: 0.4286
```
